**Vacancy energy and cohesive energy in a pair-potential crystal**

For a crystal of equivalent sites bound by a fixed pair potential φ, the unrelaxed vacancy formation energy E_v equals the cohesive energy per atom E_coh when the removed atom joins bulk crystal at the same spacing. The program builds fcc supercells of 32, 108 and 256 sites with a Morse potential and asserts that explicit pair sums give E_coh + ½Σφ(R), where R runs over the nonzero supercell translations. It also asserts the equality for a compressed lattice, the binding energy at a surface kink, and the cost of 2E_coh for removal to vacuum. For a hypothetical one-element crystal with three kinds of site, it asserts that the site average of E_v equals E_coh while the individual values differ. The output shows E_v = 3.500 eV for the rigid pair model and 3.22 eV after relaxation in the 108-site cell. A square-root many-body model with the same cohesive energy gives 1.36 eV, and the program asserts that its closed formula agrees with a direct count of neighbours. The vibrational entropy and zero-point terms are estimates from independent oscillators. Two of the stiffnesses, that of the perfect crystal and that of a nearest neighbour along the line to the vacancy, are checked against finite differences of the crystal energy.

## Numerical check

```python
"""Unrelaxed vacancy energy in a crystal bound by pair potentials.

Result under test: if all sites are equivalent, E_v = E_coh, where
  E_v   = energy to remove one atom and add it to bulk crystal,
  E_coh = energy per atom needed to separate the crystal into free atoms.
In a periodic supercell, E_v = E_coh + (1/2) sum_R phi(R), with R the nonzero
supercell translations and phi the pair potential (here a Morse potential).
With inequivalent sites only the site average of E_v equals E_coh.
Lengths are in nm and energies in eV. Free-atom energies are set to zero.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar

# Chosen inputs, in the rough regime of copper
lattice = 0.36          # nm
cohesive = 3.5          # eV per atom
alpha = 14.0            # 1/nm, inverse range of the Morse potential
temperature = 1000.0    # K
decay_ratio = 0.2       # band decay rate / repulsion decay rate
mass_u = 63.5           # atomic mass in u
reach = 2.5             # nm, range of the lattice sums

FCC = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])

# All fcc lattice vectors within reach, in units of half the lattice constant
m = int(np.ceil(2 * reach / lattice))
grid = np.array(list(itertools.product(range(-m, m + 1), repeat=3)))
grid = grid[(grid.sum(axis=1) % 2 == 0) & np.any(grid != 0, axis=1)]
radii = np.linalg.norm(grid, axis=1) * lattice / 2
grid, radii = grid[radii < reach], radii[radii < reach]

# Morse parameters from zero pressure and the chosen cohesive energy
w1, w2 = np.exp(-alpha * radii), np.exp(-2 * alpha * radii)
beta = np.sum(radii * w1) / np.sum(radii * w2)
r_min = np.log(beta) / alpha
depth = 2 * cohesive / (2 * beta * w1.sum() - beta**2 * w2.sum())


def phi(r):
    u = np.exp(-alpha * (r - r_min))
    return depth * (u * u - 2 * u)


def dphi(r):
    u = np.exp(-alpha * (r - r_min))
    return -2 * alpha * depth * (u * u - u)


def d2phi(r):
    u = np.exp(-alpha * (r - r_min))
    return 2 * alpha**2 * depth * (2 * u * u - u)


def build(basis, a, n):
    cells = np.array(list(itertools.product(range(n), repeat=3)))
    return a * (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3)


def crystal_energy(pos, box, gradient=False):
    """Energy per periodic cell by an explicit sum over pairs and images."""
    diff = pos[:, None, :] - pos[None, :, :]
    diff -= box * np.round(diff / box)
    n = int(np.ceil(reach / box - 0.5))
    energy, grad = 0.0, np.zeros_like(pos)
    for shift in itertools.product(range(-n, n + 1), repeat=3):
        d = diff + box * np.array(shift)
        r = np.sqrt(np.einsum('ijk,ijk->ij', d, d))
        if shift == (0, 0, 0):
            np.fill_diagonal(r, np.inf)
        energy += 0.5 * phi(r).sum()
        if gradient:
            grad += np.einsum('ij,ijk->ik', dphi(r) / r, d)
    return (energy, grad) if gradient else energy


def vacancy(pos, box, site=0):
    """Returns formation energy, bulk energy per atom, cost to vacuum."""
    full = crystal_energy(pos, box)
    holed = crystal_energy(np.delete(pos, site, axis=0), box)
    count = len(pos)
    return holed - (count - 1) / count * full, full / count, holed - full


def image_term(box):
    v = np.array(list(itertools.product(range(-6, 7), repeat=3)))
    r = box * np.linalg.norm(v[np.any(v != 0, axis=1)], axis=1)
    return 0.5 * phi(r).sum()


# Main result and image term, for three supercells
cells = {}
for n in (2, 3, 4):
    e_v, e_bulk, to_vacuum = vacancy(build(FCC, lattice, n), n * lattice)
    image = image_term(n * lattice)
    assert abs(e_bulk + cohesive) < 1e-8
    assert abs(e_v - (-e_bulk + image)) < 1e-8
    assert abs(to_vacuum - image - 2 * cohesive) < 1e-8
    cells[n] = (e_v, image, to_vacuum)
assert abs(cells[2][1]) > 1e-4          # the image term is really tested
assert abs(cells[4][0] - cohesive) < 1e-5

# Zero pressure and bulk modulus from energies at nearby lattice constants
step = 1e-3
e_minus, e_zero, e_plus = [
    crystal_energy(build(FCC, a, 2), 2 * a) / 32
    for a in (lattice - step, lattice, lattice + step)]
curvature = (e_plus - 2 * e_zero + e_minus) / step**2
slope = (e_plus - e_minus) / (2 * step)
assert curvature > 0
assert abs(slope / curvature) < 1e-4    # minimum within 0.0001 nm
ev_nm3_to_gpa = const.e / 1e-27 / 1e9
bulk_modulus = 4 * curvature / (9 * lattice) * ev_nm3_to_gpa

# The equality also holds away from the equilibrium spacing
a_small = 0.35
ev_small, bulk_small, _ = vacancy(build(FCC, a_small, 2), 2 * a_small)
assert abs(ev_small - image_term(2 * a_small) + bulk_small) < 1e-8
assert abs(bulk_small + cohesive) > 1e-3

# Binding at a kink: filled lower layers, filled rows, half of one row
x, y, z = grid.T
below = (z < 0) | ((z == 0) & (y < 0)) | ((z == 0) & (y == 0) & (x < 0))
kink = phi(radii[below]).sum()
assert abs(kink - e_zero) < 1e-8

# One element, three kinds of site: fcc plus an atom at each cube centre
MIXED = np.vstack([FCC, [[.5, .5, .5]]])
fit = minimize_scalar(lambda a: crystal_energy(a * MIXED, a),
                      bounds=(0.36, 0.60), method='bounded',
                      options={'xatol': 1e-5})
a_mixed = fit.x
mixed_pos, mixed_box = build(MIXED, a_mixed, 2), 2 * a_mixed
mixed_image = image_term(mixed_box)
site_ev = []
for site in range(5):
    value, mixed_bulk, _ = vacancy(mixed_pos, mixed_box, site)
    site_ev.append(value - mixed_image)
site_ev = np.array(site_ev)
assert abs(site_ev.mean() + mixed_bulk) < 1e-8
assert np.ptp(site_ev) > 1e-2           # individual sites break the equality


# Relaxation of the atoms around the vacancy at fixed cell size
def relax(n):
    box = n * lattice
    start = np.delete(build(FCC, lattice, n), 0, axis=0)
    e_start, g_start = crystal_energy(start, box, True)
    moved = []
    for sign in (1, -1):
        trial = start.copy()
        trial[0, 1] += sign * 1e-5
        moved.append(crystal_energy(trial, box))
    assert abs((moved[0] - moved[1]) / 2e-5 - g_start[0, 1]) < 1e-3
    scale = 100.0                       # keeps the first trial step short

    def target(v):
        e, g = crystal_energy(start + v.reshape(-1, 3) / scale, box, True)
        return e - e_start, g.ravel() / scale

    out = minimize(target, np.zeros(start.size), jac=True, method='L-BFGS-B',
                   options={'maxiter': 80, 'ftol': 1e-13, 'gtol': 1e-6})
    final = start + out.x.reshape(-1, 3) / scale
    _, g_end = crystal_energy(final, box, True)
    assert np.abs(g_end).max() < 2e-2   # eV/nm, energy error far below 1 meV
    near = np.linalg.norm(final[0])
    return -out.fun, 100 * (near / np.linalg.norm(start[0]) - 1)


gain_32, move_32 = relax(2)
gain_108, move_108 = relax(3)
relaxed = cells[3][0] - gain_108

# Many-body binding: E_i = R z - B z**power, z = coordination / 12
band = cohesive / (1 - decay_ratio)
repulsion = decay_ratio * band


def many_body_vacancy(power):
    def total(pos):
        d = pos[:, None, :] - pos[None, :, :]
        d -= 3 * lattice * np.round(d / (3 * lattice))
        r = np.linalg.norm(d, axis=2)
        zed = ((r > 0.01) & (r < 0.85 * lattice)).sum(axis=1) / 12
        return np.sum(repulsion * zed - band * zed**power)
    pos = build(FCC, lattice, 3)
    return total(pos[1:]) - (len(pos) - 1) / len(pos) * total(pos)


ev_root = many_body_vacancy(0.5)
ev_linear = many_body_vacancy(1.0)
assert abs(ev_root - (12 * band * (1 - np.sqrt(11 / 12)) - repulsion)) < 1e-9
assert abs(ev_linear - cohesive) < 1e-9
assert gain_108 < 0.5 * (cohesive - ev_root)   # many-body effect dominates

# Vibrations: each atom an independent oscillator on the unrelaxed lattice
stiff = np.sum(d2phi(radii) + 2 * dphi(radii) / radii) / 3
radial = 1 - d2phi(radii) / stiff
tangential = 1 - dphi(radii) / radii / stiff
assert radial.min() > 0 and tangential.min() > 0


def measured_stiffness(pos, direction):
    h, box = 1e-4, 3 * lattice
    values = []
    for s in (-1, 0, 1):
        trial = pos.copy()
        trial[0] += s * h * direction
        values.append(crystal_energy(trial, box))
    return (values[0] - 2 * values[1] + values[2]) / h**2


perfect = build(FCC, lattice, 3)
toward = np.array([0, 1, 1]) / np.sqrt(2)
k_perfect = measured_stiffness(perfect, toward)
k_beside = measured_stiffness(perfect[1:], toward)
assert abs(k_perfect / stiff - 1) < 1e-3
assert abs(k_beside / (stiff - d2phi(lattice / np.sqrt(2))) - 1) < 1e-3

entropy = -0.5 * np.sum(np.log(radial) + 2 * np.log(tangential))
kt = const.k * temperature / const.e
omega = np.sqrt(stiff * const.e / 1e-18 / (mass_u * const.atomic_mass))
quantum = const.hbar * omega / const.e
zero_point = 0.5 * quantum * np.sum(
    np.sqrt(radial) - 1 + 2 * (np.sqrt(tangential) - 1))

print(f"Lattice constant (chosen): {lattice:.3f} nm")
print(f"Nearest-neighbour distance: {lattice / np.sqrt(2):.4f} nm")
print(f"Cohesive energy (chosen): {cohesive:.3f} eV")
print(f"Morse inverse range (chosen): {alpha:.1f} 1/nm")
print(f"Morse well depth: {depth:.4f} eV")
print(f"Morse minimum position: {r_min:.4f} nm")
print(f"Bulk modulus of the pair model: {bulk_modulus:.0f} GPa")
print(f"Bulk energy per atom, explicit sum: {e_zero:.6f} eV")
print(f"Energy of an atom at a kink: {kink:.6f} eV")
for n, (value, image, out_cost) in cells.items():
    print(f"{4 * n**3} sites: unrelaxed vacancy energy: {value:.6f} eV")
    print(f"{4 * n**3} sites: image term: {1000 * image:.5f} meV")
print(f"Removal to vacuum, 256 sites: {cells[4][2]:.6f} eV")
print(f"Compressed lattice constant: {a_small:.3f} nm")
print(f"Compressed: cohesive energy: {-bulk_small:.6f} eV")
print("Compressed: vacancy energy without image term: "
      f"{ev_small - image_term(2 * a_small):.6f} eV")
print(f"Three-site crystal: lattice constant: {a_mixed:.4f} nm")
print(f"Three-site crystal: cohesive energy: {-mixed_bulk:.4f} eV")
print(f"Three-site crystal: vacancy at corner: {site_ev[0]:.4f} eV")
print(f"Three-site crystal: vacancy at face: {site_ev[1]:.4f} eV")
print(f"Three-site crystal: vacancy at centre: {site_ev[4]:.4f} eV")
print(f"Three-site crystal: site average: {site_ev.mean():.4f} eV")
print(f"Relaxation energy gain, 32 sites: {gain_32:.4f} eV")
print(f"Relaxation energy gain, 108 sites: {gain_108:.4f} eV")
print(f"Neighbour distance to vacancy, change, 108 sites: {move_108:.2f} %")
print(f"Relaxed vacancy energy, 108 sites: {relaxed:.4f} eV")
print(f"Decay-rate ratio (chosen): {decay_ratio:.2f}")
print(f"Many-body model: band term B: {band:.4f} eV")
print(f"Many-body model: repulsion R: {repulsion:.4f} eV")
print(f"Many-body model: unrelaxed vacancy energy: {ev_root:.4f} eV")
print(f"Same model, linear binding: vacancy energy: {ev_linear:.4f} eV")
print(f"Temperature (chosen): {temperature:.0f} K")
print(f"Thermal energy kT: {kt:.5f} eV")
print(f"Vibrational formation entropy: {entropy:.2f} k_B")
print(f"Entropy term -TS: {-kt * entropy:.3f} eV")
print(f"Atomic mass (rough copper value): {mass_u:.1f} u")
print(f"Oscillator quantum: {1000 * quantum:.1f} meV")
print(f"Zero-point change on formation: {1000 * zero_point:.1f} meV")
print(f"Vacancy fraction, pair model: {np.exp(-cohesive / kt):.2e}")
print(f"Vacancy fraction, relaxed pair model: {np.exp(-relaxed / kt):.2e}")
print(f"Vacancy fraction, many-body model: {np.exp(-ev_root / kt):.2e}")
print("success")
```

It prints:

```
Lattice constant (chosen): 0.360 nm
Nearest-neighbour distance: 0.2546 nm
Cohesive energy (chosen): 3.500 eV
Morse inverse range (chosen): 14.0 1/nm
Morse well depth: 0.3492 eV
Morse minimum position: 0.2834 nm
Bulk modulus of the pair model: 146 GPa
Bulk energy per atom, explicit sum: -3.500000 eV
Energy of an atom at a kink: -3.500000 eV
32 sites: unrelaxed vacancy energy: 3.495214 eV
32 sites: image term: -4.78628 meV
108 sites: unrelaxed vacancy energy: 3.499970 eV
108 sites: image term: -0.03018 meV
256 sites: unrelaxed vacancy energy: 3.500000 eV
256 sites: image term: -0.00019 meV
Removal to vacuum, 256 sites: 7.000000 eV
Compressed lattice constant: 0.350 nm
Compressed: cohesive energy: 3.458997 eV
Compressed: vacancy energy without image term: 3.458997 eV
Three-site crystal: lattice constant: 0.4387 nm
Three-site crystal: cohesive energy: 1.9979 eV
Three-site crystal: vacancy at corner: 4.1628 eV
Three-site crystal: vacancy at face: 2.4328 eV
Three-site crystal: vacancy at centre: -1.4716 eV
Three-site crystal: site average: 1.9979 eV
Relaxation energy gain, 32 sites: 0.2575 eV
Relaxation energy gain, 108 sites: 0.2798 eV
Neighbour distance to vacancy, change, 108 sites: -2.45 %
Relaxed vacancy energy, 108 sites: 3.2202 eV
Decay-rate ratio (chosen): 0.20
Many-body model: band term B: 4.3750 eV
Many-body model: repulsion R: 0.8750 eV
Many-body model: unrelaxed vacancy energy: 1.3601 eV
Same model, linear binding: vacancy energy: 3.5000 eV
Temperature (chosen): 1000 K
Thermal energy kT: 0.08617 eV
Vibrational formation entropy: 1.88 k_B
Entropy term -TS: -0.162 eV
Atomic mass (rough copper value): 63.5 u
Oscillator quantum: 29.3 meV
Zero-point change on formation: -24.6 meV
Vacancy fraction, pair model: 2.29e-18
Vacancy fraction, relaxed pair model: 5.90e-17
Vacancy fraction, many-body model: 1.40e-07
success
```
